\section*{Negative squared pole frequencies in the Godby-Needs plasmon-pole model, part 2}

A $GW$ code using the Godby-Needs plasmon-pole model fits one pole to each element of the inverse dielectric matrix $\epsilon^{-1}$ and must decide what to do when the squared pole frequency $\tilde\omega^2$ is negative. Hartree atomic units are used, with $1~\mathrm{Ha}=27.2114$~eV. The screened interaction is $W=v^{1/2}\epsilon^{-1}v^{1/2}$, with $v$ the Coulomb interaction. The retarded response of the density $n$ carries a factor $\theta(t)$. For one element, $A(E)=\epsilon^{-1}_{\mathbf{GG}'}(\mathbf q,iE)-\delta_{\mathbf{GG}'}$, $A_0=A(0)$, $A_E=A(E_0)$ and $r=A_E/A_0$.

With time-reversal symmetry and a nondegenerate ground state, the exact element is
\begin{equation}
A(E)=-\sum_s\frac{b_s}{\omega_s^2+E^2},\qquad b_s=2\omega_s\,c_s(\mathbf G)\,c_s^*(\mathbf G'),
\label{eq:spec}
\end{equation}
where $\omega_s$ are excitation energies and $c_s$ Coulomb-weighted transition amplitudes. The RPA keeps this form.

The model $A_{\rm mod}(E)=-\Omega^2/(\tilde\omega^2+E^2)$, matched at $E=0$ and $E_0$, gives
\begin{equation}
\tilde\omega^2=E_0^2\,\frac{A_E}{A_0-A_E}=E_0^2\,\frac{r}{1-r},\qquad
\Omega^2=-A_0\tilde\omega^2=-E_0^2\,\frac{A_0A_E}{A_0-A_E}.
\label{eq:gn}
\end{equation}
For real $r$, $\tilde\omega^2>0$ exactly when $0<r<1$. If $\tilde\omega^2<0$, the model diverges at $E=\kappa\equiv|\tilde\omega|$. For complex $r$, $\mathrm{Re}\,\tilde\omega^2<0$ outside the disc $|r-\tfrac12|\le\tfrac12$, as checked on 2000 random elements.

On the diagonal, $b_s\ge0$ and $\tilde\omega$ lies within the pole range. It rises with $E_0$, with $\tilde\omega^2\to-\sum_sb_s/A_0$ as $E_0\to\infty$. When two or more distinct pole frequencies contribute, the model overestimates $|A|$ for $0<E<E_0$ and underestimates it for $E>E_0$.

For two poles $\omega_1<\omega_2$ with real $\beta=b_2/b_1$,
\begin{equation}
\tilde\omega^2=\omega_2^2\,\frac{\beta+\beta_N}{\beta+\beta_D},\qquad r=\frac{\omega_2^2}{\omega_2^2+E_0^2}\,\frac{\beta+\beta_N}{\beta+\beta_0},
\label{eq:two}
\end{equation}
with $\beta_N=(\omega_2^2+E_0^2)/(\omega_1^2+E_0^2)$, $\beta_0=\omega_2^2/\omega_1^2$ and $\beta_D=\beta_N\beta_0$. Here $\tilde\omega^2<0$ exactly when $\beta_N<-\beta<\beta_D$.

For molecules, real auxiliary functions $P,Q$ are orthonormalized in the Coulomb metric $J_{PQ}=(P|Q)$. The closed-shell independent-electron response $\chi_0$ obeys $v^{1/2}\chi_0v^{1/2}=-4B\Delta(\Delta^2+E^2)^{-1}B^T$, where $\Delta$ holds the occupied-empty energy differences $\Delta_{ia}$ and $B_{P,ia}=\sum_Q(J^{-1/2})_{PQ}(Q|ia)$.

\section{Effect on the self-energy}

For $\tilde\omega^2=-\kappa^2$ the model is $\Omega^2/[(\omega-i\kappa)(\omega+i\kappa)]$, with residue $\Omega^2/(2i\kappa)$ at $+i\kappa$. The factor $\theta(t)$ makes the true retarded function analytic in the upper half plane, so this pole violates causality.

The correlation self-energy is $\Sigma_c(\omega)=\frac{i}{2\pi}\int d\omega'\,G(\omega+\omega')W_c(\omega')$. For real $\tilde\omega>0$ the time-ordered model is $R\,[1/(\omega'-\tilde\omega+i\eta)-1/(\omega'+\tilde\omega-i\eta)]$ with $R=\Omega^2/2\tilde\omega$. Let $y=\omega-\varepsilon_m$. For an empty state $m$ the pole of $G$ is below the axis; closing above picks $\omega'=-\tilde\omega$ and gives $\frac{i}{2\pi}(2\pi i)(-R)/(y-\tilde\omega)=R/(y-\tilde\omega)$. For an occupied state the pole of $G$ is above; closing below picks $\omega'=\tilde\omega$ and gives $\frac{i}{2\pi}(-2\pi i)R/(y+\tilde\omega)=R/(y+\tilde\omega)$. Each factor multiplies $v^{1/2}v^{1/2}$ and two matrix elements. Inserting $\tilde\omega=\pm i\kappa$ in the empty-state factor,
\begin{equation}
\frac{\Omega^2}{\pm2i\kappa}\,\frac{y\pm i\kappa}{y^2+\kappa^2}=\frac{\Omega^2}{2(y^2+\kappa^2)}\mp\frac{i\,\Omega^2y}{2\kappa(y^2+\kappa^2)} .
\end{equation}
A complex square root therefore gives a factor that is finite at every real $y$, so the calculation does not stop. It produces an imaginary part at every $y\neq0$, including energies in the gap where no decay is possible, with a sign set by the branch of the root.

One replacement is the static limit $\tilde\omega\to\infty$ at fixed $\Omega^2/\tilde\omega^2=-A_0$, where $R/(y\mp\tilde\omega)\to\mp\Omega^2/2\tilde\omega^2=\pm A_0/2$ for empty and occupied states, the static COHSEX value. It joins continuously onto the fit at $r=1$ and, for $r$ slightly above one, nearly reproduces both fitted values. It need not follow the element elsewhere: in the two-pole example below, $\beta=-5.603$ gives $r=1.02$, yet $A/A_0$ is 1.54 at 0.5~Ha and 0.39 at 2~Ha. For $r<0$ it has the wrong sign at $E_0$, and for $|r|\gg1$ it nearly drops an element that matters mainly at finite frequency. Dropping the element loses $A_0$ as well. Neither replacement reproduces both values. If quasiparticle energies differ between the two by more than the target accuracy, the treatment of these elements matters. The difference does not tell which replacement is the better one; a calculation with more poles or a full frequency integration can decide.

\section{Worked numbers}

\subsection{Two poles}

The chosen inputs are $\omega_1=0.4$, $\omega_2=0.8$, $E_0=1$~Ha and $b_1=0.01~\mathrm{Ha}^2$, roughly molecular valence energies. Then $\beta_N=1.64/1.16=1.41379$, $\beta_0=0.64/0.16=4$ and $\beta_D=5.65517$; numerical root finding on $A_E$, $A_0$ and $A_0-A_E$ returned the same edges.
\begin{center}
\begin{tabular}{rrrrrr}
$\beta$ & $A_0$ & $A_E$ & $r$ & $\tilde\omega^2$ (Ha$^2$) & $\Omega^2$ (Ha$^2$)\\
$+1$ & $-0.078125$ & $-0.014718$ & $0.18839$ & $0.23212$ & $0.018135$\\
$-1$ & $-0.046875$ & $-0.002523$ & $0.05383$ & $0.05689$ & $0.002667$\\
$-2$ & $-0.031250$ & $0.003574$ & $-0.11438$ & $-0.10264$ & $-0.003208$\\
$-5$ & $0.015625$ & $0.021867$ & $1.39950$ & $-3.50316$ & $0.054737$\\
$-7$ & $0.046875$ & $0.034062$ & $0.72666$ & $2.65846$ & $-0.124615$
\end{tabular}
\end{center}
For $\beta=-2$, \eqref{eq:gn} gives $-0.11438/1.11438=-0.10264$, and \eqref{eq:two} gives $0.64\,(-2+1.41379)/(-2+5.65517)=-0.10264$. The model pole is at $E=0.32038$~Ha. The true zero solves $0.64+E^2=2(0.16+E^2)$, so $E=0.56569$~Ha. The residue is $-0.003208/(2i\times0.32038)=+0.005006\,i$~Ha; quadrature on a circle around the pole gave this value for the model and zero for the exact function. The rows $\beta=-1$ and $-7$ pass the sign test, yet $0.05689<\omega_1^2=0.16$ and $2.65846>\omega_2^2=0.64$. A positive $\tilde\omega^2$ off the diagonal need not lie where the system has excitations.

\subsection{BeH$_2$}

The molecule is linear with a chosen bond length of 1.33~\AA. The RPA matrix was built on PBE orbitals in the def2-SVP basis (19 orbitals, 48 pairs), with the 55 def2-SVP-RI functions, orthonormalized by $J^{-1/2}$, in the place of $\mathbf G,\mathbf G'$, and $E_0=1$~Ha. The Kohn-Sham gap is 0.21527~Ha (5.858~eV) and the RPA poles run from 0.23625 to 6.02490~Ha. All values below, including those called exact, are RPA values in this small basis; the digits serve the arithmetic and are not converged properties of the molecule. With the same auxiliary functions and def2-TZVP or def2-QZVP orbitals, the gap is 0.2170 or 0.2156~Ha, the highest pole is 11.9 or 67.7~Ha, all 55 diagonal elements are nonzero, $\tilde\omega$ of the diagonal element shown below moves from 1.047 to 1.264 or 1.251~Ha, $r$ of the regular element from 0.461 to 0.396 or 0.408, and $r$ of the element (Be\,$s_2$, H\,$s_1$) from 1.245 to 1.326 or 1.512. Values of $A$ come from matrix inversion, which was checked against the pole sums \eqref{eq:spec} at $E=0$, 0.5, 1 and 3~Ha. As a check on the factor 4 and the signs, a small external potential was applied, the orbitals were rediagonalized with a self-consistent Hartree response, and a central difference was taken. It gave $\epsilon^{-1}=0.780713$ for the largest diagonal element, the same as inversion.

Of the 55 diagonal elements, 47 are not negligible; symmetry forces zero for functions with angular momentum projection $|m|\ge2$ on the axis, since the occupied orbitals are $\sigma$ and an $s,p$ basis has only $\sigma$ and $\pi$ empty ones. All 47 have real $\tilde\omega$, from 0.37185 to 4.46620~Ha, inside the pole range. Of 339 off-diagonal pairs with $|A_0|$ or $|A_E|$ above $10^{-4}$, 273 have $0<r<1$, 25 have $r<0$ and 41 have $r>1$, so $66/339=19.5\%$ fail. Six of the 273 fall outside the pole range. These counts depend on the orbital basis, on the threshold, and on how the auxiliary functions are normalized and orthonormalized, so the share of failing elements is not a property of the molecule alone.

Below, H and H$'$ are the two hydrogens, and $s_1$ and $s_2$ label the orthonormalized functions in the positions of the first and second $s$ auxiliary functions of an atom. Since $J^{-1/2}$ mixes the auxiliary functions, these labels name rows of the matrix and not single atomic functions. Each off-diagonal element shown has the largest $\min(|A_0|,|A_E|)$ in its class, a value it shares with its equivalent under exchange of the two hydrogens.

The largest diagonal element, (H\,$s_1$, H\,$s_1$), has $A_0=-0.219287$, $A_E=-0.114671$, $r=0.52293$. Then $\tilde\omega^2=0.52293/0.47707=1.0961~\mathrm{Ha}^2$, $\tilde\omega=1.04696$~Ha (28.489~eV), and $\Omega^2=0.219287\times1.09612=0.240364~\mathrm{Ha}^2$. At $E=0.5$~Ha the model gives $-0.240364/1.34612=-0.178561$ against the exact $-0.172888$; at 2~Ha it gives $-0.240364/5.09612=-0.047166$ against $-0.050674$. The errors have the signs derived above. For $E_0=0.25,0.5,1,2,4$~Ha, $\tilde\omega=0.89068$, 0.96516, 1.04696, 1.09641, 1.11933~Ha, rising towards $(0.280809/0.219287)^{1/2}=1.13162$~Ha. At $E_0=1$~Ha the strength is 0.85597 of $\sum_sb_s$ in this basis. That sum is far from the $f$-sum-rule value $\int n\,|\nabla f_P|^2d^3r\approx1.45~\mathrm{Ha}^2$, where $f_P$ is the Coulomb potential of the orthonormalized function: def2-SVP recovers about a fifth of it. With def2-TZVP and def2-QZVP orbitals $\sum_sb_s$ is 0.998 and $1.453~\mathrm{Ha}^2$, and the fraction carried by the pole falls to 0.38 and 0.26.

The regular element (H\,$s_1$, H\,$s_2$) has $A_0=-0.182181$, $A_E=-0.083973$, $r=0.46093$, so $\tilde\omega^2=0.46093/0.53907=0.85505~\mathrm{Ha}^2$ and $\Omega^2=0.155774~\mathrm{Ha}^2$. Model and exact values are $-0.140965$ and $-0.132353$ at 0.5~Ha, $-0.032085$ and $-0.036299$ at 2~Ha.

The element (Be\,$s_2$, H$'\,s_2$) has $A_0=-2.4524\times10^{-3}$, $A_E=+6.6302\times10^{-3}$, $r=-2.70357$. Then $\tilde\omega^2=-2.70357/3.70357=-0.72999~\mathrm{Ha}^2$ and $\Omega^2=-1.79023\times10^{-3}~\mathrm{Ha}^2$. The true zero is at 0.16494~Ha and the model pole at 0.85439~Ha, so a point between them has the wrong sign: at 0.5~Ha the model gives $1.79023\times10^{-3}/(0.25-0.72999)=-3.730\times10^{-3}$ against $+6.483\times10^{-3}$. At 2~Ha it gives $5.47\times10^{-4}$ against $3.451\times10^{-3}$. The static replacement has the wrong sign at 0.5, 1 and 2~Ha. The class of this element depends on the orbital basis: with def2-TZVP and def2-QZVP orbitals $A_0$ becomes $+1.7\times10^{-4}$ and $+2.95\times10^{-3}$ and $r$ becomes about $+59$ and $+4.1$, so the element still fails, but with $r>1$.

The element (Be\,$s_2$, H\,$s_1$) has $A_0=7.7339\times10^{-3}$, $A_E=9.6298\times10^{-3}$, $r=1.24513$. Then $\tilde\omega^2=-1.24513/0.24513=-5.079~\mathrm{Ha}^2$, $\kappa=2.25376$~Ha and $\Omega^2=3.92839\times10^{-2}~\mathrm{Ha}^2$. The exact element is not monotonic: in units of $10^{-3}$ it is 7.73, 11.61, 9.63 and 4.84 at $E=0$, 0.5, 1 and 2~Ha. It falls from 0.5 to 1~Ha and from 1 to 2~Ha, while the model, which sees only $r>1$, is rising. At 0.5~Ha the model gives $8.13\times10^{-3}$, and at 2~Ha, near its pole, $3.92839\times10^{-2}/(5.07943-4)=3.639\times10^{-2}$. The static value $7.73\times10^{-3}$ stays within a factor of two of the exact element at all four points. The model is closer at 0.5 and 1~Ha but far off near its pole, and of the two replacements the static value is closer to the exact element than zero at all four points. Both failing elements are more than ten times smaller than the leading diagonal one at both fitted frequencies. This compares only the two elements shown; the effect of all 66 failing elements on the self-energy was not computed.

\section*{Values computed for the example and the checks}
\begin{verbatim}
1 Ha = 27.2114 eV; E0 = 1.0 Ha
(a) w1 = 0.4 Ha, w2 = 0.8 Ha, b1 = 0.01 Ha^2
betaN = 1.41379, beta0 = 4.00000, betaD = 5.65517
beta=+1: A0=-0.078125 AE=-0.014718 r=+0.18839 wt2=+0.23212 Ha^2 Om2=+0.018135 Ha^2
beta=-1: A0=-0.046875 AE=-0.002523 r=+0.05383 wt2=+0.05689 Ha^2 Om2=+0.002667 Ha^2
beta=-2: A0=-0.031250 AE=+0.003574 r=-0.11438 wt2=-0.10264 Ha^2 Om2=-0.003208 Ha^2
beta=-5: A0=+0.015625 AE=+0.021867 r=+1.39950 wt2=-3.50316 Ha^2 Om2=+0.054737 Ha^2
beta=-7: A0=+0.046875 AE=+0.034062 r=+0.72666 wt2=+2.65846 Ha^2 Om2=-0.124615 Ha^2
beta=-2: model pole at i*0.32038 Ha, true zero at E=0.56569 Ha
beta=-2: residue model = +0.005006 i Ha, exact function 0
complex test: Re wt2 < 0 in 115 of 2000 random elements
(b) BeH2 R = 1.33 Angstrom, orbitals 19, auxiliary 55, poles 48
KS gap = 0.21527 Ha = 5.858 eV
RPA poles from 0.23625 to 6.02490 Ha (6.43 to 163.95 eV)
diagonal elements kept 47; wt from 0.37185 to 4.46620 Ha
off-diagonal pairs above 1e-4: 339; 0<r<1: 273, r<0: 25, r>1: 41
negative share = 19.5 %; positive but outside pole range: 6
[diagonal] element (1 H 1s | 1 H 1s)
  A0=-2.192866e-01 AE=-1.146710e-01 r=+0.52293
  wt2=+1.09612 Ha^2 |wt|=1.04696 Ha =28.489 eV Om2=+2.40364e-01 Ha^2
  E=0.5 Ha: exact -1.72888e-01 model -1.78561e-01
  E=2.0 Ha: exact -5.06735e-02 model -4.71661e-02
[0<r<1] element (1 H 1s | 1 H 2s)
  A0=-1.821811e-01 AE=-8.397282e-02 r=+0.46093
  wt2=+0.85505 Ha^2 |wt|=0.92469 Ha =25.162 eV Om2=+1.55774e-01 Ha^2
  E=0.5 Ha: exact -1.32353e-01 model -1.40965e-01
  E=2.0 Ha: exact -3.62988e-02 model -3.20849e-02
[r<0] element (0 Be 2s | 2 H 2s)
  A0=-2.452398e-03 AE=+6.630236e-03 r=-2.70357
  wt2=-0.72999 Ha^2 |wt|=0.85439 Ha =23.249 eV Om2=-1.79023e-03 Ha^2
  E=0.5 Ha: exact +6.48332e-03 model -3.72971e-03
  E=2.0 Ha: exact +3.45091e-03 model +5.47468e-04
  true zero at E = 0.16494 Ha
[r>1] element (0 Be 2s | 1 H 1s)
  A0=+7.733921e-03 AE=+9.629753e-03 r=+1.24513
  wt2=-5.07943 Ha^2 |wt|=2.25376 Ha =61.328 eV Om2=+3.92839e-02 Ha^2
  E=0.5 Ha: exact +1.16086e-02 model +8.13427e-03
  E=2.0 Ha: exact +4.83526e-03 model +3.63931e-02
diagonal wt (Ha) at E0=0.25,0.5,1,2,4 Ha: 0.89068 0.96516 1.04696 1.09641 1.11933
diagonal sum b = 2.80809e-01 Ha^2, Om2/sum b = 0.85597
diagonal sum-rule limit wt = 1.13162 Ha
finite-field eps^-1 diagonal = 0.780713, inversion = 0.780713
\end{verbatim}
